# A Peak in the Electric Modulus Need Not Mean Dipoles

**Q:** Take a sample whose permittivity $\varepsilon'$ is flat and whose loss $\varepsilon''$ falls steadily with frequency. I convert the data to the electric modulus $M^*=1/\varepsilon^*$, and its imaginary part shows a clean peak. I read this as a dipolar relaxation that was buried under the conductivity and that the modulus has uncovered.

**A:** Let us test the reading on a medium in which no dipole relaxes. It is homogeneous, with a real relative permittivity $\varepsilon$ and a dc conductivity $\sigma$, both constant over the frequency window. Its contacts pass current freely. The total current density is

$$J=\sigma E+\varepsilon_0\varepsilon\,\frac{dE}{dt}.$$

I use the time factor $e^{+i\omega t}$, so that $d/dt$ becomes $i\omega$, and define $D$ by $dD/dt=J$. This $D$ includes the free charge transported by conduction, as it must if conductivity is to appear in $\varepsilon^*$. What do you get for $\varepsilon^*=D/(\varepsilon_0E)$?

**Q:** From $i\omega D=(\sigma+i\omega\varepsilon_0\varepsilon)E$, dividing by $i\omega\varepsilon_0E$ and using $1/i=-i$,

$$\varepsilon^*=\varepsilon-\frac{i\sigma}{\varepsilon_0\omega}.$$

With $\varepsilon^*=\varepsilon'-i\varepsilon''$, the real part is flat and the loss is $\varepsilon''=\sigma/(\varepsilon_0\omega)$, with no peak. That looks like my sample, but surely its modulus is featureless too?

**A:** Invert it. Put $\tau=\varepsilon_0\varepsilon/\sigma$, so that $\sigma/(\varepsilon_0\omega)=\varepsilon/(\omega\tau)$. Then

$$\varepsilon^*=\varepsilon\left(1+\frac{1}{i\omega\tau}\right)=\varepsilon\,\frac{1+i\omega\tau}{i\omega\tau},
\qquad
M^*=\frac1\varepsilon\,\frac{i\omega\tau}{1+i\omega\tau}.$$

Multiplying numerator and denominator by $1-i\omega\tau$ separates the parts of $M^*=M'+iM''$:

$$M'=\frac1\varepsilon\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2},\qquad
M''=\frac1\varepsilon\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

With $x=\omega\tau$,

$$\frac{d}{dx}\,\frac{x}{1+x^2}=\frac{1-x^2}{(1+x^2)^2},$$

which is positive for $x<1$ and negative for $x>1$. So $M''$ has one maximum, at

$$\omega_p=\frac1\tau=\frac{\sigma}{\varepsilon_0\varepsilon},\qquad M''(\omega_p)=\frac{1}{2\varepsilon}.$$

**Q:** So there is a peak without any dipolar relaxation. Where would it lie in practice?

**A:** Take round model values, $\varepsilon=10$ and $\sigma=10^{-8}$ S/m. Then

$$\tau=\frac{(8.854\times10^{-12}\ \text{F/m})\times10}{10^{-8}\ \text{S/m}}=8.854\ \text{ms},$$

and $\omega_p=1/\tau=112.9$ rad/s, or 17.98 Hz after division by $2\pi$. A decade below the peak, at the peak and a decade above it:

| $\omega$ (rad/s) | $\varepsilon'$ | $\varepsilon''$ | $M'$ | $M''$ |
|---|---|---|---|---|
| 11.29 | 10 | 100 | 0.00099 | 0.00990 |
| 112.9 | 10 | 10 | 0.05000 | 0.05000 |
| 1129 | 10 | 1 | 0.09901 | 0.00990 |

**Q:** The permittivity columns contain no event at 112.9 rad/s. Is the peak then just an artefact of taking a reciprocal?

**A:** The reciprocal explains how it arises from these columns:

$$M''=\frac{\varepsilon''}{\varepsilon'^2+\varepsilon''^2}.$$

At high frequency the numerator is small. At low frequency $\varepsilon''$ is large, but it enters the denominator squared, so $M''\approx1/\varepsilon''$ is small again. The maximum lies where $\varepsilon''=\varepsilon'$, which means that the conduction current $\sigma E$ and the displacement current $\omega\varepsilon_0\varepsilon E$ have equal amplitudes.

The peak nevertheless records a physical process. Raise $D$ suddenly from zero to $D_0$ and hold it there. Just after the step no charge has had time to be conducted, so $D_0=\varepsilon_0\varepsilon E(0^+)$. From then on $dD/dt=0$, the total current vanishes, and

$$\varepsilon_0\varepsilon\,\frac{dE}{dt}=-\sigma E
\quad\Rightarrow\quad
e(t)\equiv\frac{\varepsilon_0E(t)}{D_0}=\frac1\varepsilon\,e^{-t/\tau}.$$

Mobile charge drifts until it has cancelled the field. This is what happens in a leaky capacitor that is charged and then disconnected.

**Q:** How does that decay get into $M^*$?

**A:** By superposition. An oscillating $D(t)=D_0e^{i\omega t}$ is a succession of small steps $dD=i\omega D_0e^{i\omega t'}dt'$, and each step made at $t'$ contributes a field proportional to $e(t-t')$. Adding them and substituting $s=t-t'$,

$$\frac{\varepsilon_0E(t)}{D_0}=\int_{-\infty}^{t}e(t-t')\,i\omega e^{i\omega t'}dt'
=e^{i\omega t}\,i\omega\int_0^\infty e(s)\,e^{-i\omega s}ds.$$

The factor multiplying $e^{i\omega t}$ is $M^*$. For the exponential decay,

$$M^*=\frac{i\omega}{\varepsilon}\,\frac{1}{1/\tau+i\omega}=\frac1\varepsilon\,\frac{i\omega\tau}{1+i\omega\tau},$$

as before. The modulus describes the relaxation of the field at fixed $D$, whether bound or free charge does the screening. The numerical output below includes a direct time integration of the current equation under a sinusoidal $D$; at $\omega_p$ it gives $M'=M''=0.05000$.

**Q:** Could I recognise dipoles by the shape? A single Debye process has a definite width.

**A:** So does this peak, and it is the same width. Half height requires $x/(1+x^2)=1/4$, or $x^2-4x+1=0$, so $x=2\pm\sqrt3$. Since $(2+\sqrt3)(2-\sqrt3)=1$, the two frequencies have the ratio $(2+\sqrt3)^2\approx13.93$, which is 1.144 decades.

Now compare a Debye dielectric without conduction. Its permittivity falls from $\varepsilon_s$ at low frequency to $\varepsilon_\infty$ at high frequency:

$$\varepsilon^*=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+i\omega\tau_D}
=\frac{\varepsilon_s+i\omega\tau_D\varepsilon_\infty}{1+i\omega\tau_D}.$$

Define $\tau_M=\tau_D\varepsilon_\infty/\varepsilon_s$. The reciprocal is

$$M^*=\frac{1}{\varepsilon_s}\,\frac{1+i\omega\tau_D}{1+i\omega\tau_M}
=\frac{1/\varepsilon_s+i\omega\tau_M/\varepsilon_\infty}{1+i\omega\tau_M},$$

where the last form uses $\tau_D/\varepsilon_s=\tau_M/\varepsilon_\infty$. Splitting off the value at zero frequency,

$$M^*=\frac1{\varepsilon_s}+\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac{i\omega\tau_M}{1+i\omega\tau_M}.$$

Apart from the real constant $1/\varepsilon_s$, this has the form of the conductor's modulus.

**Q:** Then I could choose dipoles that imitate the conductor.

**A:** You need $1/\varepsilon_\infty-1/\varepsilon_s=1/\varepsilon$ and $\tau_M=\tau$. For our conductor, $\varepsilon_\infty=5$ and $\varepsilon_s=10$ will do, because $1/5-1/10=1/10$. The dipolar time must be $\tau_D=\tau\varepsilon_s/\varepsilon_\infty=2\times8.854=17.71$ ms. The two $M''$ curves then agree at every frequency. Computed from the two permittivities, they differ by at most $2.1\times10^{-17}$, which is rounding error.

So $M''$ alone cannot decide between these models. The peak does not prove dipoles, and it does not exclude them.

**Q:** What does tell the twins apart?

**A:** The real part. The twin's $M'$ is higher by $1/\varepsilon_s=0.1$ at all frequencies. At low frequency its $M'$ tends to 0.1, while the conductor's tends to zero. Bound charge screens a held $D$ only in part; free charge that can cross the sample screens it completely.

The permittivity shows the same distinction. The twin has a step in $\varepsilon'$ from 10 to 5 and a loss peak at $1/\tau_D=56.47$ rad/s. The conductor has neither. Your sample had a flat $\varepsilon'$, which already speaks against this particular twin. It is not the only one: $\varepsilon_\infty=9.99$, $\varepsilon_s=9990$ and $\tau_D=1000\,\tau$ give the same $M''$, with $M'$ higher by only $10^{-4}$ and the step in $\varepsilon'$ three decades below the peak. The real part decides only if the measurement reaches down to about $1/\tau_D$.

You can also examine the real conductivity $\omega\varepsilon_0\varepsilon''$. For the conductor it is the constant $\sigma$. For the twin at $\omega\tau_D\ll1$, $\varepsilon''\approx(\varepsilon_s-\varepsilon_\infty)\omega\tau_D$, so the real conductivity vanishes as $\omega^2$. If there is a plateau $\sigma$, compare $\sigma/(\varepsilon_0\varepsilon')$ with the measured angular frequency of the peak, taking $\varepsilon'$ near the peak. Agreement is consistent with conduction but does not prove it. A purely dipolar material has a plateau too, $\varepsilon_0(\varepsilon_s-\varepsilon_\infty)/\tau_D$ at $\omega\tau_D\gg1$, and when $\varepsilon_s\gg\varepsilon_\infty$ it passes the same comparison. Its step in $\varepsilon'$ and the fall of its conductivity at low frequency then show the difference, provided the frequency window extends to $\omega\lesssim1/\tau_D$.

**Q:** Then I can keep a weaker rule. If $\varepsilon'$ has a step and $\varepsilon''$ has a peak, there are dipoles.

**A:** That fails when the contacts block the current. Put insulating layers of total thickness $d$ and permittivity $\varepsilon_b$ in series with the conductor, in a cell of total thickness $L$. The current is the same through every layer, so $D$ is the same too. Voltages add, and in each part the field is $M^*D/\varepsilon_0$. With $\delta=d/L$, the modulus assigned to the whole cell is therefore the thickness average

$$M^*_{\rm cell}=\frac{\varepsilon_0V}{LD}
=\frac{\delta}{\varepsilon_b}+\frac{1-\delta}{\varepsilon}\,\frac{i\omega\tau}{1+i\omega\tau}.$$

Compare this with the modulus of the Debye dielectric.

**Q:** It is the same function: a constant plus a Debye term. So the apparent parameters are

$$\frac1{\varepsilon_s^{\rm app}}=\frac{\delta}{\varepsilon_b},\qquad
\frac1{\varepsilon_\infty^{\rm app}}=\frac{\delta}{\varepsilon_b}+\frac{1-\delta}{\varepsilon},\qquad
\tau_M=\tau.$$

**A:** Yes, and the apparent dipolar time follows from $\tau_D=\tau_M\varepsilon_s/\varepsilon_\infty$:

$$\tau_D^{\rm app}=\tau\,\frac{\varepsilon_b}{\delta}\left(\frac{\delta}{\varepsilon_b}+\frac{1-\delta}{\varepsilon}\right)
=\tau\left[1+\frac{(L-d)\,\varepsilon_b}{d\,\varepsilon}\right].$$

The cell shows a complete Debye step and loss peak, though no dipole relaxes in it. At one thickness, even the full complex spectrum has the same form as that of a dipolar dielectric.

**Q:** Would a second thickness help?

**A:** It does if the layers sit at the electrodes and keep their thickness. Let $d=10$ µm and $\varepsilon_b=10$. For $L=1$ mm the bracket is $1+990/10=100$, and the loss peak lies at $112.94/100=1.129$ rad/s. The apparent static permittivity is $\varepsilon_b/\delta=10/0.01=1000$. For $L=2$ mm the bracket is 200, the loss peak moves to 0.565 rad/s, and the static value becomes 2000. The $M''$ peak stays at 112.9 rad/s in both cells, because the layers only add a real constant to $M^*$ and multiply the conductor's term by $1-\delta$, which changes the height of the peak but not its position. In a homogeneous dipolar material with good contacts, neither peak would depend on $L$.

The comparison has a limit. If insulating boundaries run through the material, their number grows with $L$. Then $\delta$ stays constant and the loss peak does not move. A thickness series exposes electrode layers, but it does not by itself separate internal boundaries from dipoles.

**Q:** Suppose the material really has both dipoles and conduction. Which permittivity belongs in $\sigma/(\varepsilon_0\varepsilon)$?

**A:** Add the conduction term to the Debye permittivity and write $s=i\omega$, $\kappa=\sigma/\varepsilon_0$, $\Delta=\varepsilon_s-\varepsilon_\infty>0$:

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta}{1+s\tau_D}+\frac{\kappa}{s}.$$

Multiplication by $s(1+s\tau_D)$ gives

$$s(1+s\tau_D)\,\varepsilon^*=\varepsilon_\infty\tau_Ds^2+(\varepsilon_s+\kappa\tau_D)s+\kappa.$$

A field decaying as $e^{-rt}$ with no change of $D$ needs $\varepsilon^*=0$ at $s=-r$, hence

$$P(r)=\varepsilon_\infty\tau_Dr^2-(\varepsilon_s+\kappa\tau_D)r+\kappa=0.$$

Here $P(0)=\kappa>0$, $P(1/\tau_D)=-\Delta/\tau_D<0$, and $P$ is positive for large $r$. There are thus two real rates, $r_1<1/\tau_D<r_2$. Factorising the quadratic in $s$ and splitting $M^*/s$ into partial fractions,

$$\frac{M^*}{s}=\frac{1+s\tau_D}{\varepsilon_\infty\tau_D(s+r_1)(s+r_2)}=\frac{g_1}{s+r_1}+\frac{g_2}{s+r_2},$$

$$g_1=\frac{1-r_1\tau_D}{\varepsilon_\infty\tau_D(r_2-r_1)},\qquad
g_2=\frac{r_2\tau_D-1}{\varepsilon_\infty\tau_D(r_2-r_1)}.$$

Both weights are positive. Multiplying by $s=i\omega$ and taking the imaginary part gives a sum of two Debye terms:

$$M''=\sum_{k=1,2}g_k\,\frac{\omega r_k}{\omega^2+r_k^2}.$$

**Q:** And if the dipoles are fast?

**A:** Then $\kappa\tau_D\ll\varepsilon_s$. For the small root the quadratic term of $P$ is negligible, and $r_1\approx\kappa/\varepsilon_s$. For the large root the constant is negligible, and $r_2\approx\varepsilon_s/(\varepsilon_\infty\tau_D)$. The slow, conductive peak contains $\varepsilon_s$, because the dipoles follow the field at that frequency. The "constant permittivity" of the simple model may include such dipoles, but their relaxation does not make the slow peak.

Take $\varepsilon_\infty=5$, $\varepsilon_s=10$, $\tau_D=10$ µs and the same $\sigma$. The estimates are $112.9$ and $10/(5\times10^{-5})=2.0\times10^5$ rad/s. The computed maxima are at 113.0 and $1.999\times10^5$ rad/s, with nearly equal weights, 0.0999 and 0.1001. With $\sigma=0$ one peak remains, and with the dipolar step removed one peak remains. The conductive peak needs no dipoles, and the dipolar peak needs no conductivity.

**Q:** So in a mixed material the modulus at least shows me both processes.

**A:** Not always. Even when the dipoles are fast, a small step $\Delta$ can be lost on the falling side of the conductive peak. When they are slow, the second maximum is missing altogether. For $\kappa\tau_D\gg\varepsilon_s$ the large root is $r_2\approx\kappa/\varepsilon_\infty$, now with $\varepsilon_\infty$, because the dipoles cannot follow. The other root is close to $1/\tau_D$. Put $r_1=(1-\eta)/\tau_D$ with small $\eta$. To leading order $P(r_1)=0$ becomes $-\Delta/\tau_D+\kappa\eta=0$, so $\eta\approx\Delta/(\kappa\tau_D)$ and

$$g_1\approx\frac{\eta}{\varepsilon_\infty\tau_Dr_2}\approx\frac{\Delta}{(\kappa\tau_D)^2}.$$

Near $\omega=1/\tau_D$ the conductive term is still on its rising side. With $g_2\approx1/\varepsilon_\infty$ it equals about $g_2\omega/r_2\approx\omega/\kappa$, which is $1/(\kappa\tau_D)$ at $\omega=1/\tau_D$. The dipolar term there is $g_1/2$, smaller by a factor of about $\Delta/(2\kappa\tau_D)$. It is too weak to turn the rising curve downward, so it produces no separate maximum. Conduction has cancelled most of the field before the dipoles respond.

**Q:** Then my single peak tells me neither that dipoles are present nor that they are absent. I should first ask whether $\sigma/(\varepsilon_0\varepsilon')$ accounts for its position, then look at $\varepsilon'$ and the low-frequency conductivity, and vary the thickness if the contacts might block.

**A:** Yes. Keep in mind that the position $\sigma/(\varepsilon_0\varepsilon)$, the Debye shape and the height $1/(2\varepsilon)$ were all derived for constant $\varepsilon$ and $\sigma$. In a disordered hopping conductor the conductivity rises with frequency, and the peak can be broader and lie above $\sigma_{\rm dc}/(\varepsilon_0\varepsilon')$ with no dipoles involved, so a mismatch in position does not rule out conduction. If either changes appreciably across the peak, go back to $M''=\varepsilon''/(\varepsilon'^2+\varepsilon''^2)$ with the measured functions. A departure from the Debye shape then shows that the constant-parameter model is insufficient; it does not, on its own, identify dipoles as the cause.

## Values computed for the example and the checks

```
CONDUCTOR WITH CONSTANT PERMITTIVITY
eps = 10.0, sigma = 1.0e-08 S/m
tau = eps_0 eps/sigma = 8.854 ms
sigma/(eps_0 eps) = 112.94 rad/s
M'' peak found by search = 112.94 rad/s
peak as ordinary frequency = 17.98 Hz
M'' peak height = 0.05000
half-height frequency ratio = 13.928
half-height width = 1.144 decades
area of M'' over ln omega = 0.15708
time integration at omega_p: M' = 0.05000, M'' = 0.05000
omega (rad/s), eps', eps'', M', M'':
  11.29, 10.00, 100.00, 0.00099, 0.00990
  112.94, 10.00, 10.00, 0.05000, 0.05000
  1129.41, 10.00, 1.00, 0.09901, 0.00990
DIPOLAR TWIN, NO CONDUCTION
eps_inf = 5.0, eps_s = 10.0
tau_D = 17.708 ms
largest |difference in M''| = 2.1e-17
constant difference in M' = 0.10000
eps'' peak of twin = 56.47 rad/s
FAST DIPOLES PLUS CONDUCTION
eps_inf = 5.0, eps_s = 10.0, tau_D = 10.0 microseconds
sigma = 1.0e-08 S/m
relaxation rates = 112.88 and 2.0011e+05 1/s
weights = 0.09989 and 0.10011
M'' peaks = 113.00 and 1.9989e+05 rad/s
number of M'' peaks: both 2, sigma = 0 1, no dipoles 1
CONDUCTOR WITH INSULATING LAYERS, NO DIPOLES
total layer thickness = 10.0 micrometres, eps_b = 10.0
L = 1.0 mm: apparent eps_inf = 10.00, eps_s = 1000.0
  eps'' peak = 1.1294 rad/s, M'' peak = 112.94 rad/s
L = 2.0 mm: apparent eps_inf = 10.00, eps_s = 2000.0
  eps'' peak = 0.5647 rad/s, M'' peak = 112.94 rad/s
```
